# C8 and C10 of two hydrogen atoms from dynamic multipole polarizabilities: a program that tests the result

```python
"""Dispersion coefficients of two ground-state hydrogen atoms (atomic units).

Result under test: E(R) = -C6/R^6 - C8/R^8 - C10/R^10 - ..., where
  C8 = 124.40 and C10 = 3285.8, each a sum over multipole pairs (l1, l2) of
  W(l1,l2)/(2 pi) * integral_0^inf alpha_l1(i w) alpha_l2(i w) dw,
  W(l1,l2) = (2 l1 + 2 l2)! / ((2 l1)! (2 l2)!).
alpha_l : 2^l-pole polarizability; the perturbation F r^l P_l shifts the
          energy by -alpha_l F^2 / 2.  Static values: 4.5, 15, 131.25.
h       : radial Hamiltonian for angular momentum l minus the ground energy.
Pseudostates: eigenstates of h in N orthonormal Laguerre functions
          r^(l+1) exp(-r) L_k^(2l+2)(2r), with excitation energies eps and
          strengths S = |<0| r^l P_l |i>|^2.
"""
from itertools import combinations_with_replacement
from math import factorial, pi

import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import solve_banded
from scipy.special import eval_genlaguerre, gammaln


def weight(l1, l2):
    return factorial(2*l1 + 2*l2) // (factorial(2*l1) * factorial(2*l2))


def moment(k):
    """Ground-state expectation value of r^k."""
    return factorial(k + 2) / 2**(k + 1)


def static_formula(l):
    return 2/(2*l + 1) * (moment(2*l)/l + moment(2*l + 1)/(l + 1))


def laguerre_matrix(l, size):
    k = np.arange(size)
    log_g = gammaln(k + 2*l + 3) - gammaln(k + 1)
    low = np.minimum.outer(k, k)
    high = np.maximum.outer(k, k)
    return np.exp((log_g[low] - log_g[high])/2) * (l/(l + 1) + 2*low/(2*l + 3))


def pseudostates(l, size):
    eps, vectors = np.linalg.eigh(laguerre_matrix(l, size))
    return eps, moment(2*l)/(2*l + 1) * vectors[0]**2


def alpha_pseudo(l, w, size=40):
    eps, strength = pseudostates(l, size)
    return np.sum(2*eps*strength/(eps**2 + w**2))


def pair_sum(l1, l2, size):
    e1, s1 = pseudostates(l1, size)
    e2, s2 = pseudostates(l2, size)
    return weight(l1, l2) * np.sum(np.outer(s1, s2)/np.add.outer(e1, e2))


def coefficients(size):
    c6 = pair_sum(1, 1, size)
    c8 = 2*pair_sum(1, 2, size)
    c10 = 2*pair_sum(1, 3, size) + pair_sum(2, 2, size)
    return np.array([c6, c8, c10])


# ---- Coulomb expansion, taken from its definition ----
def coulomb_terms(r1, r2, total):
    """Parts of |d|^L P_L, d = r1 - r2, L = total; last index = degree in r2."""
    count = total + 1
    t = np.exp(2j*pi*np.arange(count)/count)
    d = r1[..., None, :] - t[:, None]*r2[..., None, :]
    z, square = d[..., 2], np.sum(d*d, axis=-1)
    previous, current = np.ones_like(z), z
    for n in range(2, total + 1):
        previous, current = current, ((2*n - 1)*z*current
                                      - (n - 1)*square*previous)/n
    return np.fft.fft(current, axis=-1).real/count


# The parts with both degrees >= 1 must rebuild the interaction of four charges.
electron1 = np.array([0.6, -0.3, 0.8])
electron2 = np.array([-0.5, 0.7, 0.4])
distance = 50.0
axis = np.array([0.0, 0.0, distance])
full = (1/distance + 1/np.linalg.norm(axis + electron2 - electron1)
        - 1/np.linalg.norm(axis + electron2) - 1/np.linalg.norm(axis - electron1))
series = sum(coulomb_terms(electron1, electron2, L)[1:L].sum()/distance**(L + 1)
             for L in range(2, 10))
assert abs(series/full - 1) < 1e-8

# Averages over both directions; only the relative azimuth matters.
x, gauss = np.polynomial.legendre.leggauss(8)
phi = 2*pi*np.arange(12)/12
cos1, cos2, azimuth = np.meshgrid(x, x, phi, indexing="ij")
sin1, sin2 = np.sqrt(1 - cos1**2), np.sqrt(1 - cos2**2)
n1 = np.stack([sin1, 0*sin1, cos1], axis=-1)
n2 = np.stack([sin2*np.cos(azimuth), sin2*np.sin(azimuth), cos2], axis=-1)
mean_weight = gauss[:, None, None]*gauss[None, :, None]*np.ones(12)/48
terms = {}
for L in (2, 3, 4):
    parts = coulomb_terms(n1, n2, L)
    for l2 in range(1, L):
        terms[(L - l2, l2)] = parts[..., l2]


def mean(values):
    return np.sum(mean_weight*values)


measured_weight = {}
for a in terms:
    assert abs(mean(terms[a])) < 1e-12          # no first-order energy
    for b in terms:
        average = mean(terms[a]*terms[b])
        if a == b:
            measured_weight[a] = average*(2*a[0] + 1)*(2*a[1] + 1)
            assert abs(measured_weight[a]/weight(*a) - 1) < 1e-11
        else:
            assert abs(average) < 1e-12         # no cross terms

# Third-order energy: find the lowest inverse power with a nonzero average.
third_powers = [sum(sum(a) + 1 for a in triple)
                for triple in combinations_with_replacement(terms, 3)
                if abs(mean(terms[triple[0]]*terms[triple[1]]
                            * terms[triple[2]])) > 1e-10]
third_order_start = min(third_powers)
assert third_order_start == 11

# ---- Static first-order solution, checked symbolically ----
r = sp.symbols("r", positive=True)
for l in (1, 2, 3):
    u0 = 2*r*sp.exp(-r)
    u1 = (r**l/sp.Integer(l) + r**(l + 1)/sp.Integer(l + 1))*u0
    action = (-sp.diff(u1, r, 2)/2
              + (sp.Rational(l*(l + 1), 2)/r**2 - 1/r + sp.Rational(1, 2))*u1)
    assert sp.simplify((action - r**l*u0)*sp.exp(r)) == 0

# ---- Laguerre matrix against quadrature of the defining integrals ----
nodes, node_weights = np.polynomial.laguerre.laggauss(30)
radius = nodes/2
for l in (1, 2, 3):
    order = 2*l + 2
    functions, slopes = [], []
    for k in range(4):
        norm = np.sqrt(2.0**(order + 1)*factorial(k)/factorial(k + order))
        p = eval_genlaguerre(k, order, nodes)
        dp = -2*eval_genlaguerre(k - 1, order + 1, nodes) if k else 0*nodes
        functions.append(norm*radius**(l + 1)*p)
        slopes.append(norm*radius**l*((l + 1 - radius)*p + radius*dp))
    functions, slopes = np.array(functions), np.array(slopes)
    measure = node_weights/2
    potential = l*(l + 1)/(2*radius**2) - 1/radius + 0.5
    overlap = (functions*measure) @ functions.T
    h_quadrature = ((slopes*measure/2) @ slopes.T
                    + (functions*measure*potential) @ functions.T)
    assert np.allclose(overlap, np.eye(4), atol=1e-9)
    assert np.allclose(h_quadrature, laguerre_matrix(l, 4), atol=1e-9)


# ---- Independent polarizabilities: finite differences on a radial grid ----
def alpha_grid(l, w):
    values = []
    for step in (0.02, 0.01):
        grid = step*np.arange(1, round(40/step))
        source = 2*grid**(l + 1)*np.exp(-grid)
        bands = np.zeros((3, grid.size), dtype=complex)
        bands[0, 1:] = bands[2, :-1] = -0.5/step**2
        bands[1] = (1/step**2 + l*(l + 1)/(2*grid**2) - 1/grid + 0.5 + 1j*w)
        response = solve_banded((1, 1), bands, source)
        values.append(2/(2*l + 1)*step*np.sum(source*response.real))
    return (4*values[1] - values[0])/3          # removes the step^2 error


for l in (1, 2, 3):
    assert abs(alpha_grid(l, 0.0)/static_formula(l) - 1) < 1e-5
    assert abs(alpha_pseudo(l, 0.0, 2)/static_formula(l) - 1) < 1e-12
    for w in (0.5, 1.0, 2.0):
        assert abs(alpha_grid(l, w)/alpha_pseudo(l, w) - 1) < 1e-5
assert abs(static_formula(2) - 15) < 1e-12
assert abs(static_formula(3) - 131.25) < 1e-10

# ---- Dispersion coefficients by two roads ----
points, point_weights = np.polynomial.legendre.leggauss(40)
frequencies = (1 + points)/(1 - points)
frequency_weights = 2*point_weights/(1 - points)**2
grid_alpha = {l: np.array([alpha_grid(l, w) for w in frequencies])
              for l in (1, 2, 3)}


def grid_pair(l1, l2):
    integral = np.sum(frequency_weights*grid_alpha[l1]*grid_alpha[l2])
    return measured_weight[(l1, l2)]*integral/(2*pi)


from_grid = np.array([grid_pair(1, 1),
                      grid_pair(1, 2) + grid_pair(2, 1),
                      grid_pair(1, 3) + grid_pair(3, 1) + grid_pair(2, 2)])
final = coefficients(40)
assert np.allclose(from_grid, final, rtol=1e-5, atol=0)
assert np.allclose(coefficients(20), final, rtol=1e-7, atol=0)
assert round(final[1], 2) == 124.40 and round(final[2], 1) == 3285.8
sizes = (1, 2, 3, 5, 10, 40)
table = np.array([coefficients(size) for size in sizes])
assert np.all(np.diff(table, axis=0) > -1e-8)   # approach from below

# ---- Numbers for the text ----
print("All values in atomic units unless a unit is given")
print("Weights W(1,1), W(1,2), W(1,3), W(2,2):",
      weight(1, 1), weight(1, 2), weight(1, 3), weight(2, 2))
print("Third-order energy starts at inverse power of R:", third_order_start)
for l in (1, 2, 3):
    print(f"l={l}: <r^{2*l}> = {moment(2*l):.4f}, "
          f"<r^{2*l+1}> = {moment(2*l+1):.4f}, "
          f"static alpha = {static_formula(l):.4f}")
    print(f"l={l}: static alpha from radial grid = {alpha_grid(l, 0.0):.4f}")
print("Dynamic polarizabilities alpha_1, alpha_2, alpha_3 at i*w:")
for w in (0.0, 0.5, 1.0, 2.0):
    print(f"  w = {w:.1f}: " + ", ".join(f"{alpha_pseudo(l, w):.5f}"
                                         for l in (1, 2, 3)))
print("One function: excitation energy and strength")
for l in (1, 2, 3):
    eps, strength = pseudostates(l, 1)
    print(f"  l={l}: eps = {eps[0]:.6f}, S = {strength[0]:.6f}")
print("Two functions: matrix h, then energies and strengths")
for l in (1, 2, 3):
    h2 = laguerre_matrix(l, 2)
    eps, strength = pseudostates(l, 2)
    print(f"  l={l}: h00 = {h2[0,0]:.6f}, h01 = {h2[0,1]:.6f}, "
          f"h11 = {h2[1,1]:.6f}")
    for i in range(2):
        print(f"       eps = {eps[i]:.6f}, S = {strength[i]:.6f}")
print("Convergence with N functions: C6, C8, C10")
for size, row in zip(sizes, table):
    print(f"  N = {size:2d}: {row[0]:.5f}, {row[1]:.4f}, {row[2]:.3f}")
print(f"Radial grid + frequency quadrature: {from_grid[0]:.5f}, "
      f"{from_grid[1]:.4f}, {from_grid[2]:.3f}")
print(f"C10 dipole-octupole part (both orders) = {2*pair_sum(1, 3, 40):.3f}")
print(f"C10 quadrupole-quadrupole part = {pair_sum(2, 2, 40):.3f}")
R = 10.0
energy_terms = final/R**np.array([6, 8, 10])*1e6
print(f"At R = {R:.0f} bohr, sizes of the attractive terms in microhartree:")
print(f"  C6 term {energy_terms[0]:.3f}, C8 term {energy_terms[1]:.3f}, "
      f"C10 term {energy_terms[2]:.3f}")
print(f"  C8/C6 term ratio {energy_terms[1]/energy_terms[0]:.4f}, "
      f"C10/C6 term ratio {energy_terms[2]/energy_terms[0]:.4f}")
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0]*1e10
print(f"C8 = {final[1]:.2f} hartree bohr^8 = "
      f"{final[1]*hartree_ev*bohr_angstrom**8:.3f} eV angstrom^8")
print(f"C10 = {final[2]:.1f} hartree bohr^10 = "
      f"{final[2]*hartree_ev*bohr_angstrom**10:.2f} eV angstrom^10")
print("ALL CHECKS PASSED")
```

Printed output:

```
All values in atomic units unless a unit is given
Weights W(1,1), W(1,2), W(1,3), W(2,2): 6 15 28 70
Third-order energy starts at inverse power of R: 11
l=1: <r^2> = 3.0000, <r^3> = 7.5000, static alpha = 4.5000
l=1: static alpha from radial grid = 4.5000
l=2: <r^4> = 22.5000, <r^5> = 78.7500, static alpha = 15.0000
l=2: static alpha from radial grid = 15.0000
l=3: <r^6> = 315.0000, <r^7> = 1417.5000, static alpha = 131.2500
l=3: static alpha from radial grid = 131.2500
Dynamic polarizabilities alpha_1, alpha_2, alpha_3 at i*w:
  w = 0.0: 4.50000, 15.00000, 131.25000
  w = 0.5: 1.90539, 8.46980, 82.41280
  w = 1.0: 0.74244, 3.89730, 41.00638
  w = 2.0: 0.22447, 1.29025, 14.22349
One function: excitation energy and strength
  l=1: eps = 0.500000, S = 1.000000
  l=2: eps = 0.666667, S = 4.500000
  l=3: eps = 0.750000, S = 45.000000
Two functions: matrix h, then energies and strengths
  l=1: h00 = 0.500000, h01 = 0.223607, h11 = 0.900000
       eps = 0.400000, S = 0.833333
       eps = 1.000000, S = 0.166667
  l=2: h00 = 0.666667, h01 = 0.251976, h11 = 0.952381
       eps = 0.519868, S = 3.359693
       eps = 1.099179, S = 1.140307
  l=3: h00 = 0.750000, h01 = 0.250000, h11 = 0.972222
       eps = 0.587532, S = 31.638115
       eps = 1.134690, S = 13.361885
Convergence with N functions: C6, C8, C10
  N =  1: 6.00000, 115.7143, 3079.125
  N =  2: 6.48214, 124.0932, 3278.429
  N =  3: 6.49844, 124.3866, 3285.499
  N =  5: 6.49903, 124.3990, 3285.827
  N = 10: 6.49903, 124.3991, 3285.828
  N = 40: 6.49903, 124.3991, 3285.828
Radial grid + frequency quadrature: 6.49903, 124.3991, 3285.828
C10 dipole-octupole part (both orders) = 2150.614
C10 quadrupole-quadrupole part = 1135.214
At R = 10 bohr, sizes of the attractive terms in microhartree:
  C6 term 6.499, C8 term 1.244, C10 term 0.329
  C8/C6 term ratio 0.1914, C10/C6 term ratio 0.0506
C8 = 124.40 hartree bohr^8 = 20.815 eV angstrom^8
C10 = 3285.8 hartree bohr^10 = 153.96 eV angstrom^10
ALL CHECKS PASSED
```
